# Minority-Carrier Trapping and False Evidence of Good Surface Passivation

## The argument under review

The manuscript compares two oxidised p-type silicon wafers by steady-state photoconductance. Both are 200 µm thick, have the same bulk and are lit by the same weak, uniform generation, $G=10^{16}$ cm$^{-3}$ s$^{-1}$. Wafer A reads a lifetime of 666 µs and wafer B reads 91 µs. The authors reason as follows.

1. The photoconductance gives the excess carrier density, and division by $G$ gives the lifetime.
2. Surface recombination alone cannot exceed total recombination, so a long lifetime sets a low upper bound on the surface recombination velocity $S$.
3. For wafer A this bound is 15 cm/s. Its oxide therefore passivates well, and better than that of wafer B.

Step 2 is sound if the lifetime is the true one. Step 1 contains an assumption that the manuscript does not state: equal numbers of excess electrons and holes are free to conduct. I examine step 2 first, because it shows what a true lifetime would prove, and then ask what the instrument reads when the assumption fails. The two wafers are model wafers, so their surfaces can be disclosed and the conclusion judged.

## What a true lifetime says about the surface

Let $\Delta n$ be the density of free excess electrons, the minority carriers, and let $p_0=10^{16}$ cm$^{-3}$ be the hole density in the dark. In low injection the excess hole density is much smaller than $p_0$, and I take bulk recombination as $\Delta n/\tau_b$ with constant $\tau_b$. Each face removes $S\,\Delta n_s$ electrons per unit area and time, where $\Delta n_s$ is the density at the face.

Consider first a wafer without bulk recombination. With $x=0$ at mid-thickness, steady diffusion obeys

$$D\frac{d^2\Delta n}{dx^2}+G=0 .$$

By symmetry the slope vanishes at $x=0$. Two integrations give

$$\Delta n(x)=\Delta n_s+\frac{G}{2D}\left(\frac{W^2}{4}-x^2\right).$$

Each face must remove what half the wafer generates, so $S\Delta n_s=GW/2$. The mean of $x^2$ over the thickness is $W^2/12$, and the mean electron density is therefore

$$\overline{\Delta n}=\frac{GW}{2S}+\frac{G}{2D}\left(\frac{W^2}{4}-\frac{W^2}{12}\right)
=G\left(\frac{W}{2S}+\frac{W^2}{12D}\right).$$

The bracket is the surface lifetime $\tau_s$. Its first term is the time set by the faces, its second the time needed to diffuse to them. When bulk loss is added and the density stays nearly uniform, the net source $G-\Delta n/\tau_b$ is nearly uniform too. The same profile then applies with this source in place of $G$, so $\overline{\Delta n}=(G-\overline{\Delta n}/\tau_b)\,\tau_s$, or

$$\overline{\Delta n}=G\tau,\qquad \frac1\tau=\frac1{\tau_b}+\frac1{\tau_s}.$$

Since $1/\tau_b\ge0$, it follows that $\tau_s\ge\tau$. For $\tau>W^2/(12D)$ this gives

$$S\le\frac{W}{2\left[\tau-W^2/(12D)\right]} .$$

This is the manuscript's bound, and it is correct for the true $\tau$.

Now the disclosure. Both wafers have $\tau_b=100$ µs. The electron mobility is $\mu_n=1200$ cm²/Vs, so at 300 K the Einstein relation gives $D=\mu_nk_BT/q=31.0$ cm²/s and $W^2/(12D)=1.07$ µs. Wafer A has $S=200$ cm/s. Hence $W/(2S)=50$ µs, $\tau_s=51.07$ µs and

$$\tau=\frac{100\times51.07}{100+51.07}\ \text{µs}=33.8\ \text{µs}.$$

Wafer B has $S=10$ cm/s, for which $W/(2S)=1000$ µs and $\tau=90.9$ µs. The true lifetime of A would give the bound $S\le306$ cm/s, which properly contains 200 cm/s. The manuscript's bound of 15 cm/s excludes the actual value. The fault must lie in step 1.

## What the photoconductance counts

Wafer A also contains traps: centres that take electrons from the conduction band and return them to it, but hardly ever capture a hole. Let $n_t$ be the density of electrons held in them beyond the dark value. A trapped electron does not conduct, but its charge remains. Neutrality requires

$$\Delta p=\Delta n+n_t .$$

The extra holes are free and do conduct. With hole mobility $\mu_p$, the added sheet conductance is

$$\Delta\sigma=qW(\mu_n\Delta n+\mu_p\Delta p)
=qW\left[(\mu_n+\mu_p)\Delta n+\mu_pn_t\right].$$

The usual conversion assumes $\Delta p=\Delta n$ and divides by $qW(\mu_n+\mu_p)$. It returns

$$\Delta n_{\rm app}=\Delta n+r\,n_t,\qquad r=\frac{\mu_p}{\mu_n+\mu_p}.$$

Division by $G$, with $G=\Delta n/\tau$, gives the apparent lifetime

$$\tau_{\rm app}=\tau\left(1+r\,\frac{n_t}{\Delta n}\right).$$

For $\mu_p=400$ cm²/Vs, $r=0.25$. The weight is below one because a trapped electron adds a mobile hole but no mobile electron. In an n-type wafer that traps holes the roles are exchanged, and the weight becomes $\mu_n/(\mu_n+\mu_p)=0.75$. For the same ratio of trapped to free minority carriers and the same mobilities, the relative error is then three times larger.

## Why the traps do not help the surface

One might object that trapping protects electrons from recombination, so that the long reading is partly deserved. The rate equations decide this. Let the trap density be $N_t$ and the capture coefficient $c_n$, and let a trapped electron be released after a mean time $\tau_g$. In a p-type wafer in the dark I take the traps as empty. Then

$$\frac{\partial n_t}{\partial t}=c_n\Delta n\,(N_t-n_t)-\frac{n_t}{\tau_g}\equiv R,$$

$$\frac{\partial\Delta n}{\partial t}=D\frac{\partial^2\Delta n}{\partial x^2}+G-\frac{\Delta n}{\tau_b}-R .$$

In steady state the first equation gives $R=0$ at every point. The second is then the equation of a trap-free wafer, with the same boundary conditions and the same solution. The electron profile, the bulk recombination and the loss at each face are unchanged by the traps. They store electrons, but every capture is matched by a release.

The stored amount follows from $R=0$. Collecting the terms in $n_t$,

$$c_n\Delta n\,N_t=n_t\left(c_n\Delta n+\frac1{\tau_g}\right).$$

Division by $c_n$ gives

$$n_t=\frac{N_t\,\Delta n}{\Delta n+n_1},\qquad n_1=\frac1{c_n\tau_g}=N_t\frac{\tau_t}{\tau_g},$$

where $\tau_t=1/(c_nN_t)$ is the capture time of a free electron when all traps are empty. At $\Delta n=n_1$ the traps are half full. Inserting $n_t$ into the apparent lifetime,

$$\tau_{\rm app}=\tau\left(1+\frac{rN_t}{\Delta n+n_1}\right).$$

For wafer A, $N_t=10^{14}$ cm$^{-3}$, $\tau_t=5$ µs and $\tau_g=500$ µs, hence $n_1=10^{12}$ cm$^{-3}$. The free density is $\Delta n=10^{16}\times33.81\times10^{-6}=3.38\times10^{11}$ cm$^{-3}$, and

$$n_t=10^{14}\times\frac{0.338}{1.338}=2.53\times10^{13}\ \text{cm}^{-3}.$$

There are about 75 trapped electrons for each free one. The reading is

$$\tau_{\rm app}=\frac{3.38\times10^{11}+0.25\times2.53\times10^{13}}{10^{16}}\ \text{s}=666\ \text{µs},$$

which is 19.7 times the true lifetime. Wafer B, without traps, holds $9.09\times10^{11}$ free electrons per cm³ under the same light, 2.7 times as many as A. The ranking in the manuscript is reversed.

The error carries over to the implied voltage, the separation of the quasi-Fermi levels. In low injection $np\simeq\Delta n\,p_0\propto\exp(qV/k_BT)$, so replacing $\Delta n$ by $\Delta n_{\rm app}$ raises $V$ by $(k_BT/q)\ln(\tau_{\rm app}/\tau)=77$ mV. No such voltage is present.

## Dependence on injection

The formula has two limits. For $\Delta n\ll n_1$ the traps are nearly empty, $n_t/\Delta n\to N_t/n_1=\tau_g/\tau_t$, and the reading reaches a plateau:

$$\tau_{\rm app}\to\tau\left(1+r\frac{\tau_g}{\tau_t}\right)=33.8\times26\ \text{µs}=879\ \text{µs}.$$

Going to weaker light therefore does not cure the error; it makes it largest. For $\Delta n\gg n_1$ the traps are full. The extra conductance is then constant, and $\tau_{\rm app}\simeq\tau+rN_t/G$ falls towards $\tau$.

The values below come from integrating the two rate equations in time, on 24 cells across the wafer, from the dark to the steady state.

| $G$ (cm$^{-3}$ s$^{-1}$) | $\Delta n$ (cm$^{-3}$) | $n_t$ (cm$^{-3}$) | $\tau_{\rm app}$ (µs) |
|---|---|---|---|
| $10^{14}$ | $3.38\times10^{9}$ | $3.37\times10^{11}$ | 876 |
| $10^{15}$ | $3.38\times10^{10}$ | $3.27\times10^{12}$ | 851 |
| $10^{16}$ | $3.38\times10^{11}$ | $2.53\times10^{13}$ | 666 |
| $10^{17}$ | $3.38\times10^{12}$ | $7.72\times10^{13}$ | 227 |
| $10^{18}$ | $3.38\times10^{13}$ | $9.71\times10^{13}$ | 58 |
| $10^{19}$ | $3.38\times10^{14}$ | $9.97\times10^{13}$ | 36 |

The second column is proportional to $G$ throughout: the true lifetime stays at 33.8 µs while the reading changes by a factor of 24. In the last row the excess holes reach 4.4% of $p_0$, and the constant $\tau_b$ becomes a real assumption. For a mid-gap recombination centre whose hole-capture time is ten times its electron-capture time, the bulk lifetime would already be about 30% above its low-injection value.

## A decay measurement is not a way out

The authors might switch off the light and time the decay. For weak excitation, $n_t\ll N_t$, and a nearly uniform wafer, the equations become linear:

$$\frac{d\Delta n}{dt}=-\frac{\Delta n}{\tau}-\frac{\Delta n}{\tau_t}+\frac{n_t}{\tau_g},\qquad
\frac{dn_t}{dt}=\frac{\Delta n}{\tau_t}-\frac{n_t}{\tau_g}.$$

Their sum is $d\Delta p/dt=-\Delta n/\tau$. Holes disappear by recombination with free electrons, at the same rate per free electron as before. For solutions proportional to $e^{-t/T}$, the determinant condition is

$$\left(\frac1\tau+\frac1{\tau_t}-\frac1T\right)\left(\frac1{\tau_g}-\frac1T\right)-\frac1{\tau_t\tau_g}=0 .$$

Expanding, the terms $\pm1/(\tau_t\tau_g)$ cancel. Multiplying the rest by $T^2\tau\tau_g$ gives

$$T^2-\left(\tau+\tau_g+\frac{\tau\tau_g}{\tau_t}\right)T+\tau\tau_g=0 .$$

The sum of the roots is $33.8+500+3381=3915$ µs. The roots are 4.3 µs and 3910 µs. The long one is the tail. The short one is the time in which the ratio of free to trapped electrons adjusts. After a short pulse into empty traps, most free electrons are captured within it. After steady light, capture and release start in balance and the traps only lose electrons; the free density then drops by about 13% before it joins the tail.

In this regime the tail is even longer than the steady plateau of 879 µs. The main reason is that a logarithmic slope does not depend on how the carriers are weighted: in the tail $\Delta n$ and $n_t$ decay together, and the factor $r$ drops out. Setting $d\Delta p/dt=-\Delta p/T$ equal to $-\Delta n/\tau$ gives $T=\tau\,\Delta p/\Delta n$. The tail is long because there are about 116 excess holes for each free electron. In the steady state under weak light there are $1+\tau_g/\tau_t=101$, which accounts for the rest of the difference.

Here the statement that trapping does not slow recombination needs care. After the light is off, stored electrons do recombine later than they would without traps, because they must first be released. What stays unchanged is the law $\Delta n/\tau$, and with it $S$. The tail constant does depend on $S$ through $\tau$, but $\tau$ enters it multiplied by the storage factor $\Delta p/\Delta n$. Unless that factor is known, the tail gives no value of $S$.

## What would support a claim about the surface

One remedy is to measure at higher injection. The relative error of the reading is $rN_t/(\Delta n+n_1)$. It is below a chosen fraction $\varepsilon$ if

$$\Delta n>\frac{rN_t}{\varepsilon}-n_1 .$$

For $\varepsilon=0.1$ wafer A needs $\Delta n>2.5\times10^{14}-10^{12}=2.49\times10^{14}$ cm$^{-3}$. With the trapped electrons included, the excess holes are then 3.5% of $p_0$, so the hole density is still close to its dark value. Such a window exists if $rN_t/\varepsilon\ll p_0$; with lighter doping or more traps it closes. The lifetime found in it belongs to that injection, and equals the one in weaker light only if $\tau_b$ and $S$ are the same at both.

A second remedy is a signal that follows the product $np$. Band-to-band luminescence has an excess rate proportional to $\Delta n\,(p_0+\Delta p)$. If it is calibrated independently and converted with $p_0$ alone, it gives

$$\tau_{\rm lum}=\tau\left(1+\frac{\Delta p}{p_0}\right).$$

At $G=10^{16}$ cm$^{-3}$ s$^{-1}$, $\Delta p/p_0=0.26\%$ and $\tau_{\rm lum}=33.9$ µs. The trapped electrons enter as a small correction to a large hole density, whereas in photoconductance they are compared with the small $\Delta n$. Calibrating the luminescence against the photoconductance in the trapping range would bring the error back.

A consistency check needs no new photoconductance measurement. If the bulk lifetime is known to be 100 µs, a reading of 666 µs would require $1/\tau_s=1/\tau_{\rm app}-1/\tau_b<0$, which is impossible. A rise of the reading towards low injection is also a warning, but not a proof of trapping: a true lifetime can itself depend on injection if $S$ or $\tau_b$ does.

## How far the trap picture can be trusted

The strongest assumption is that filled traps do not capture holes. Suppose they do, after a mean time $\tau_h$. Recombination then gains a channel, $G=\Delta n/\tau+n_t/\tau_h$, and the true electron density falls. Let this channel take 10% of $G$, so that $\Delta n=0.9\,G\tau=3.04\times10^{11}$ cm$^{-3}$ and $n_t=0.1\,G\tau_h$. The trap balance now has the extra loss $n_t/\tau_h$; divided by $c_n$ it reads

$$N_t\Delta n=n_t\left(\Delta n+n_1+n_1\frac{\tau_g}{\tau_h}\right)
=0.1\,G\left[(\Delta n+n_1)\tau_h+n_1\tau_g\right].$$

Solving for the hole-capture time,

$$\tau_h=\frac{N_t\Delta n/(0.1\,G)-n_1\tau_g}{\Delta n+n_1}=23\ \text{ms}.$$

The reading is still 604 µs, although recombination has become easier. The required $\tau_h$ is long, however. With the thermal speed $v=\sqrt{3k_BT/m_e}$ of a free electron mass, it corresponds to a hole-capture cross-section $1/(vp_0\tau_h)\approx4\times10^{-22}$ cm², far below the area of an atom, roughly $10^{-15}$ cm². Centres that capture holes readily are recombination centres, and the formulas for pure traps do not apply to them.

The parameters are meant for an oxidised multicrystalline p-type wafer. Thickness and doping are ordinary; 200 cm/s stands for a poor oxide interface and 10 cm/s for a good one, both rough. The trap density varies greatly between samples, and $10^{14}$ cm$^{-3}$ represents a strongly trapping wafer. At fixed $c_n$ and $\tau_g$, and so at fixed $n_1$, the excess reading is proportional to $N_t$: with $10^{12}$ cm$^{-3}$ wafer A would read about 40 µs instead of 666 µs. The reading also depends on temperature. Detailed balance gives $n_1=N_c\exp(-E_t/k_BT)$, with $N_c$ the effective density of states of the conduction band and $E_t$ the trap depth, if level degeneracy is ignored. With a density-of-states mass of $1.08\,m_e$, $n_1=10^{12}$ cm$^{-3}$ means $E_t=0.44$ eV. At 310 K, with $E_t$, $c_n$ and $\tau$ held fixed, faster release lowers the reading to 424 µs. A real trap population with several depths would not follow the single-level curve.

Charge in the oxide can also store carriers. In the depletion approximation, a positive charge of $10^{11}$ cm$^{-2}$ empties a layer of thickness $10^{11}/p_0=0.1$ µm at each face of holes and bends the bands by 0.077 eV. Integrating the Boltzmann-enhanced electron density over both layers then gives a contribution of 0.02% of the trapping signal $r\,n_t$. The approximation is rough when the bending is only about three $k_BT/q$ in voltage: with the gradual hole profile included in Poisson's equation, the bending is 0.10 eV and the contribution 0.05%. The stronger filling of the traps inside the layers adds about 0.2%. Both remain negligible at this charge, but the stored electrons grow exponentially with the bending, and they matter before the surface inverts. With the bulk $\Delta n$ held fixed and bulk mobilities, the contribution is about 1% at $1.5\times10^{11}$ cm$^{-2}$ and about 28% at $2\times10^{11}$ cm$^{-2}$. There the bending in the dark is 0.34 eV, still short of the 0.36 eV at which weak inversion begins, and trap-free wafer B would read about 340 µs instead of 91 µs. In a real oxidised wafer, a long reading in weak light can therefore come from oxide charge as well as from bulk traps.

## Requested revision

The bound of 15 cm/s and the ranking of the two oxides should be withdrawn. The low-injection data support a weaker statement: the wafer holds many excess holes per unit of generation. To turn this into a statement about $S$, the authors must show that $r\,n_t\ll\Delta n$ at the injection used, correct the reading with an independently determined $n_t$, or measure a quantity that follows $\Delta n$ itself.

All numerical values are calculated from the stated model.
